# Reduced Matrix Elements of C^k in the Edmonds, Racah and Rose Conventions

## 1. Derivation of the reduced matrix element

### What symmetry fixes

Let $\mathbf n$ be the unit vector with polar angles $\theta,\phi$, and define

$$C^k_q(\mathbf n)=\sqrt{\frac{4\pi}{2k+1}}\;Y_{kq}(\mathbf n),\qquad q=-k,\dots,k. \tag{1}$$

This function has no dimension and contains no length, so its matrix element between $Y_{lm}$ and $Y_{l'm'}$ is a pure number. No property of the radial motion can enter it.

Reflection gives a first restriction. Since $r^lY_{lm}$ is a homogeneous polynomial of degree $l$ in $x,y,z$, we have $Y_{lm}(-\mathbf n)=(-1)^lY_{lm}(\mathbf n)$. Replacing $\mathbf n$ by $-\mathbf n$ in the integral multiplies it by $(-1)^{l+k+l'}$ but cannot change its value. It therefore vanishes when $l+k+l'$ is odd.

Rotation gives a stronger restriction: the dependence on $m,q,m'$ is the same for every operator of rank $k$. To show this, take $2k+1$ operators $T^k_q$, with integer $k$, that satisfy

$$[J_z,T^k_q]=\hbar q\,T^k_q,\qquad [J_\pm,T^k_q]=\hbar\sqrt{k(k+1)-q(q\pm1)}\;T^k_{q\pm1}. \tag{2}$$

These are the relations by which $J_z$ and $J_\pm=J_x\pm iJ_y$ act on states $|kq\rangle$. Let $(j_1m_1\,j_2m_2|JM)$ be the real Clebsch–Gordan coefficients, and form

$$|\Phi_{JM}\rangle=\sum_{m'q}(j'm'\,kq|JM)\,T^k_q|j'm'\rangle. \tag{3}$$

From $J_\pm T^k_q=[J_\pm,T^k_q]+T^k_qJ_\pm$, and likewise for $J_z$, the angular momentum acts on the products $T^k_q|j'm'\rangle$ as it acts on $|kq\rangle|j'm'\rangle$. Hence $|\Phi_{JM}\rangle$ behaves under $J_z$ and $J_\pm$ as a state $|JM\rangle$, although its norm is not fixed and may be zero.

Its overlap with $\langle jm|$ vanishes unless $J=j$ and $M=m$, because $J^2$ and $J_z$ are Hermitian. The remaining overlap $N=\langle jm|\Phi_{jm}\rangle$ does not depend on $m$. To see this, evaluate $\langle j,m{+}1|J_+|\Phi_{jm}\rangle$ by letting $J_+$ act to the right and then to the left. Both results contain the factor $\hbar\sqrt{j(j+1)-m(m+1)}$, so the overlaps at $m+1$ and $m$ are equal.

The Clebsch–Gordan coefficients form an orthogonal matrix, so (3) can be inverted:
$T^k_q|j'm'\rangle=\sum_{JM}(j'm'\,kq|JM)|\Phi_{JM}\rangle$. Taking the product with $\langle jm|$ gives

$$\langle jm|T^k_q|j'm'\rangle=(j'm'\,kq|jm)\,N . \tag{4}$$

This is the Wigner–Eckart theorem. One number $N$ remains for each triple $j,k,j'$. The conventions differ in the factors that are split off from this number.

### Phases and 3j symbols

The spherical harmonics carry Condon–Shortley phases:

$$L_\pm Y_{lm}=\hbar\sqrt{l(l+1)-m(m\pm1)}\,Y_{l,m\pm1},\qquad Y_{l0}=\sqrt{\tfrac{2l+1}{4\pi}}\,P_l(\cos\theta). \tag{5}$$

The coupled states obey the same ladder relations. Their overall sign is fixed by $(j_1j_1\,j_2,J{-}j_1|JJ)>0$. The 3j symbol is defined by

$$\begin{pmatrix}a&b&c\\ \alpha&\beta&\gamma\end{pmatrix}=\frac{(-1)^{a-b-\gamma}}{\sqrt{2c+1}}\,(a\alpha\,b\beta|c,-\gamma). \tag{6}$$

We need its behaviour when columns are exchanged. Consider the three-particle state whose coefficients are the symbols (6). Carrying out the sums over $\alpha$ and $\beta$ turns it into a sum over $M$ of $|(ab)cM\rangle|c,-M\rangle$, with coefficients of equal size and alternating sign. When $J_+$ acts on it, each product $|M{+}1\rangle|{-M}\rangle$ arises from two neighbouring terms with equal square roots and opposite signs, so the result is zero. Since $J_z$ also gives zero, the total angular momentum is zero. The state is normalized, and it is the single state of this kind, up to a factor, because $a$ and $b$ couple to $c$ once. Exchanging columns gives another real, normalized state of zero total angular momentum, so the symbol can change by a common sign and nothing else.

One nonzero component decides that sign. By (6), the component with projections $(a,c-a,-c)$ has the sign $(-1)^{a-b+c}$. Two exchanges have to be examined.

*Columns 1 and 2.* The exchanged component contains $(b,c{-}a\;a,a|cc)$. In a state with $M=J$, the condition $J_+|JJ\rangle=0$ makes successive coefficients alternate in sign. Going from $m_b=b$, where the coefficient is positive, to $m_b=c-a$ takes $a+b-c$ steps. The sign of the component is therefore $(-1)^{b-a+c}(-1)^{a+b-c}=(-1)^{2b}$. Relative to the original component this is $(-1)^{a+b+c}$.

*Columns 1 and 3.* The exchanged component contains $(c,{-c}\;b,c{-}a|a,{-a})$. A rotation by $\pi$ about the $y$ axis sends $|jm\rangle$ to $(-1)^{j-m}|j,-m\rangle$. Applied to a coupled state and to its two factors, it gives

$$(j_1,{-m_1}\,j_2,{-m_2}|J,{-M})=(-1)^{j_1+j_2-J}(j_1m_1\,j_2m_2|JM). \tag{7}$$

The coefficient is thus $(-1)^{c+b-a}$ times the positive number $(cc\,b,a{-}c|aa)$. With the prefactor $(-1)^{c-b-a}$ from (6), the sign is $(-1)^{2c-2a}$. Relative to the original it is again $(-1)^{a+b+c}$, because $a+b+c$ is an integer.

Every exchange of two columns therefore multiplies the symbol by $(-1)^{a+b+c}$, and every cyclic permutation leaves it unchanged.

Now rewrite the coefficient in (4). Definition (6), with $\gamma=-m$, followed by the exchange of columns 1 and 3, gives the phase

$$(-1)^{j'-k+m}(-1)^{j+k+j'}=(-1)^{2j'+j+m}.$$

For integer $k$ the difference $j-j'$ is an integer, so $(-1)^{2j'}=(-1)^{2j}$. Since $j+m$ is an integer, $(-1)^{3j+m}=(-1)^{j-m}(-1)^{2(j+m)}=(-1)^{j-m}$. Hence

$$(j'm'\,kq|jm)=(-1)^{j-m}\sqrt{2j+1}\begin{pmatrix}j&k&j'\\-m&q&m'\end{pmatrix}. \tag{8}$$

The Edmonds reduced element is defined by

$$\langle jm|T^k_q|j'm'\rangle=(-1)^{j-m}\begin{pmatrix}j&k&j'\\-m&q&m'\end{pmatrix}\langle j\|T^k\|j'\rangle , \tag{9}$$

and comparison with (4) and (8) gives $\langle j\|T^k\|j'\rangle=\sqrt{2j+1}\,N$.

### The coupled product of two harmonics

The components of $\mathbf L$ are first-order differential operators in the angles. For a product of functions, $L_i(fg)=(L_if)g+f(L_ig)$, so the commutator $[L_i,f]$ is multiplication by the function $L_if$. With (5), this shows that multiplication by $C^k_q$ satisfies (2), with $\mathbf J=\mathbf L$.

It remains to find $N$ for this operator. Couple two of the functions:

$$F_{LM}(\mathbf n)=\sum_{m'q}(l'm'\,kq|LM)\,C^k_q(\mathbf n)\,C^{l'}_{m'}(\mathbf n). \tag{10}$$

By the product rule, $L_z$ and $L_\pm$ act on $F_{LM}$ as on a state $|LM\rangle$. Therefore $L^2F_{LM}=\hbar^2L(L+1)F_{LM}$ and $L_zF_{LM}=\hbar MF_{LM}$. Both factors in (10) depend on the same direction, so $F_{LM}$ is a function on one sphere. The spherical harmonics are complete there, and a single one of them has given values of $L$ and $M$. Hence $F_{LM}=a_LC^L_M$. The factor does not depend on $M$, because the two sides obey the same ladder relations.

The factor is found at the north pole, $\theta=0$. The azimuth has no meaning at that point, so a continuous function proportional to $e^{iq\phi}$ with $q\ne0$ must vanish there. For $q=0$, (1) and (5) give $C^k_0=P_k(\cos\theta)$ and $P_k(1)=1$. Thus $C^k_q=\delta_{q0}$ at the pole. Setting $M=0$ in (10) gives

$$a_L=(l'0\,k0|L0). \tag{11}$$

The orthogonality of the coupling coefficients inverts (10):

$$C^k_qC^{l'}_{m'}=\sum_L(l'0\,k0|L0)(l'm'\,kq|L,q{+}m')\,C^L_{q+m'}. \tag{12}$$

The two coefficients have different origins. The second expresses the conservation of angular momentum. The first appears because both functions are evaluated in the same direction.

### Projection on the final state

Multiply (12) by $Y^*_{lm}$ and integrate. On the left, $C^{l'}_{m'}=\sqrt{4\pi/(2l'+1)}\,Y_{l'm'}$. On the right, the integral of $Y^*_{lm}C^L_M$ is $\sqrt{4\pi/(2l+1)}\,\delta_{Ll}\delta_{Mm}$. Division by the factor on the left gives

$$\langle lm|C^k_q|l'm'\rangle=\sqrt{\frac{2l'+1}{2l+1}}\,(l'0\,k0|l0)\,(l'm'\,kq|lm). \tag{13}$$

This has the form (4), with

$$N=\sqrt{\frac{2l'+1}{2l+1}}\,(l'0\,k0|l0).$$

The Edmonds element is larger by $\sqrt{2l+1}$, so it equals $\sqrt{2l'+1}\,(l'0\,k0|l0)$. Relation (8), with all projections zero, reads

$$(l'0\,k0|l0)=(-1)^l\sqrt{2l+1}\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}.$$

The result is

$$\boxed{\langle l\|C^k\|l'\rangle=(-1)^l\sqrt{(2l+1)(2l'+1)}\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}} \tag{14}$$

The phase $(-1)^l$ is the factor $(-1)^{l-m}$ of (8) at $m=0$. The root $\sqrt{2l'+1}$ comes from normalizing the initial harmonic, and $\sqrt{2l+1}$ from expressing the Clebsch–Gordan coefficient as a 3j symbol.

### Simple cases and a numerical case

For $k=0$ the operator is the number 1, and the formula must return an overlap. Since $(l0\,00|l0)=1$, the reduced element is $\langle l\|C^0\|l\rangle=\sqrt{2l+1}$. For $l>0$ it is not 1, because the Edmonds definition removes a 3j symbol of size $1/\sqrt{2l+1}$.

For $l'=0$ the same argument gives $\langle k\|C^k\|0\rangle=1$: an isotropic initial state receives the angular shape of the operator.

For $l=l'=k=2$ the 3j symbol with zero projections is $-0.239046$. Formula (14) gives

$$\langle2\|C^2\|2\rangle=5\times(-0.239046)=-1.1952 .$$

The element with $m=q=m'=0$ follows from (9) as $(-0.239046)(-1.1952)=0.2857$.

The diagonal elements can also be found without any 3j symbol. For $m=0$ the density is proportional to $P_2^2$, and $C^2_0=P_2$, with $P_2=(3x^2-1)/2$ and $x=\cos\theta$. Since $\int_0^1P_2^2\,dx=\tfrac15$ and $\int_0^1P_2^3\,dx=\tfrac18\left(\tfrac{27}7-\tfrac{27}5+3-1\right)=\tfrac2{35}$, the element is $2/7=0.2857$, which confirms the value obtained from (14). For $m=\pm2$ the density is proportional to $(1-x^2)^2$, where $x=\cos\theta$. The mean of $x^2$ is then

$$\frac{\tfrac13-\tfrac25+\tfrac17}{1-\tfrac23+\tfrac15}=\frac{8/105}{8/15}=\frac17 .$$

The mean of $C^2_0=(3x^2-1)/2$ is therefore $-2/7$, in agreement with the value $-0.2857$ from the program's numerical integration.

By (2), $C^2_0$ is proportional to the commutator $[L_+,C^2_{-1}]$. The operator $L_+$ does not leave the shell $l=2$, so the trace of the commutator over this shell is zero. With $2/7$ for $m=0$ and $-2/7$ for each of $m=\pm2$, the elements for $m=\pm1$ must be $1/7$, which agrees with the computed $0.1429$. The signs show the shapes: the density for $m=0$ extends along the axis, and that for $m=\pm2$ lies near the equatorial plane.

## 2. Conversion between conventions and use of the result

### Symbols and results carried over

The functions $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$ have Condon–Shortley phases, and the rank $k$ is an integer. The coefficient $(j_1m_1\,j_2m_2|JM)$ couples $j_1$ and $j_2$, in that order, to $J$. The 3j symbol is defined by (6), and an exchange of two of its columns multiplies it by $(-1)^{a+b+c}$. A reduced element without a label follows the Edmonds definition (9). The results needed below are

$$\langle l\|C^k\|l'\rangle=(-1)^l\sqrt{(2l+1)(2l'+1)}\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}=\sqrt{2l'+1}\,(l'0\,k0|l0), \tag{15}$$

and the relation (8) between the coupling coefficient and the 3j symbol.

### Rose

The Rose element is the coefficient of the Clebsch–Gordan coefficient itself:

$$\langle jm|T^k_q|j'm'\rangle=(j'm'\,kq|jm)\,\langle j\|T^k\|j'\rangle_{\rm Rose}. \tag{16}$$

It is the number $N$ of (4). Substituting (8) in (16) and comparing with (9) gives

$$\langle j\|T^k\|j'\rangle=\sqrt{2j+1}\;\langle j\|T^k\|j'\rangle_{\rm Rose}. \tag{17}$$

The factor contains $j$, the angular momentum of the bra. For $C^k$,

$$\langle l\|C^k\|l'\rangle_{\rm Rose}=(-1)^l\sqrt{2l'+1}\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}. \tag{18}$$

### Racah

Racah's definition uses a coefficient $V$ in place of the 3j symbol:

$$\langle jm|T^k_q|j'm'\rangle=(-1)^{j+m}\,V(jj'k;-m\,m'\,q)\,\langle j\|T^k\|j'\rangle_{\rm Racah}, \tag{19}$$

$$V(abc;\alpha\beta\gamma)=\frac{(-1)^{c-\gamma}}{\sqrt{2c+1}}\,(a\alpha\,b\beta|c,-\gamma). \tag{20}$$

Formula (6) states that $(a\alpha\,b\beta|c,-\gamma)/\sqrt{2c+1}$ is $(-1)^{a-b-\gamma}$ times the 3j symbol, since the exponent is an integer and the phase is its own inverse. The total phase in (20) is therefore $(-1)^{a-b+c-2\gamma}$. The numbers $2\gamma$ and $2c$ are both even or both odd, so

$$V(abc;\alpha\beta\gamma)=(-1)^{a-b-c}\begin{pmatrix}a&b&c\\ \alpha&\beta&\gamma\end{pmatrix}. \tag{21}$$

Insert $a=j$, $b=j'$, $c=k$ and exchange columns 2 and 3. The phase becomes $(-1)^{j-j'-k}(-1)^{j+j'+k}=(-1)^{2j}$, and thus

$$V(jj'k;-m\,m'\,q)=(-1)^{2j}\begin{pmatrix}j&k&j'\\-m&q&m'\end{pmatrix}.$$

With the factor $(-1)^{j+m}$ of (19), the phase is $(-1)^{3j+m}=(-1)^{j-m}$, as found before (8). Definition (19) therefore coincides with (9), and for integer rank

$$\boxed{\langle j\|T^k\|j'\rangle_{\rm Racah}=\langle j\|T^k\|j'\rangle_{\rm Edmonds}=\sqrt{2j+1}\,\langle j\|T^k\|j'\rangle_{\rm Rose}} \tag{22}$$

This holds for integer and half-integer $j$. The coefficients $V$ and 3j can differ in sign even though the reduced elements agree, so one must not be substituted for the other without (21).

Some values, computed by projecting directly integrated matrix elements on each definition, are:

| $l,k,l'$ | Edmonds, Racah | Rose |
|---|---:|---:|
| 1, 1, 0 | 1.0000 | 0.5774 |
| 0, 1, 1 | −1.0000 | −1.0000 |
| 2, 1, 1 | 1.4142 | 0.6325 |
| 1, 1, 2 | −1.4142 | −0.8165 |
| 2, 2, 2 | −1.1952 | −0.5345 |

The first row distinguishes the Edmonds–Racah normalization from that of Rose. The second row cannot do so, because $2l+1=1$ when the bra is an s state. The first row alone does not exclude other normalizations: a definition in which the reduced element is $\sqrt{2l'+1}\,N$, with the root taken for the ket, also gives $0.5774$ there, since $2l'+1=1$. The third row separates all three, with $1.4142$, $0.6325$ and $\sqrt3\times0.6325=1.095$.

### Exchange of bra and ket

When (14) is nonzero, $l+k+l'$ is even and the 3j symbol is unchanged by exchanging $l$ and $l'$. The square root is also symmetric. The phase alone changes, from $(-1)^l$ to $(-1)^{l'}$, so that

$$\langle l\|C^k\|l'\rangle=(-1)^{l-l'}\langle l'\|C^k\|l\rangle. \tag{23}$$

In the Rose convention the roots must be kept:

$$\sqrt{2l+1}\,\langle l\|C^k\|l'\rangle_{\rm Rose}=(-1)^{l-l'}\sqrt{2l'+1}\,\langle l'\|C^k\|l\rangle_{\rm Rose}.$$

A program that stores one triangle of a table of Rose elements has to restore these roots as well as the sign. For the pair d and p, $\sqrt5\times0.6325$ and $\sqrt3\times0.8165$ are both $1.414$.

### Order of coupling

Definition (16) couples $j'$ first and $k$ second. To find the effect of the opposite order, apply (6) to both coefficients. The exchange of columns 1 and 2 gives $(-1)^{a+b+c}$, and the prefactors $(-1)^{a-b}$ and $(-1)^{b-a}$ differ by $(-1)^{2a-2b}$. Since $2a-2b+2c$ is even, the product is $(-1)^{a+b-c}$, so that

$$(kq\,j'm'|jm)=(-1)^{k+j'-j}(j'm'\,kq|jm). \tag{24}$$

A reduced element defined with the left-hand coefficient carries the same extra sign. For $C^k$ the exponent $k+l'-l$ is even whenever the element is nonzero, and the sign is invisible. Agreement on the elements of $C^k$ therefore does not establish the coupling order used by a program.

The angular momentum operator does reveal it. Its tensor components are $J_0=J_z$ and $J_{\pm1}=\mp J_\pm/\sqrt2$. They satisfy

$$\sum_qJ_qJ_q^\dagger=J_z^2+\tfrac12(J_+J_-+J_-J_+)=J^2 .$$

Take the expectation value in $|jm\rangle$ and insert a complete set of states between $J_q$ and $J_q^\dagger$. Since $\mathbf J$ does not change $j$, the states $|jm'\rangle$ suffice, and (16) gives

$$\hbar^2j(j+1)=\sum_{qm'}(jm'\,1q|jm)^2\,\langle j\|J\|j\rangle^2_{\rm Rose}=\langle j\|J\|j\rangle^2_{\rm Rose}.$$

The sum of squares is 1 because the coupled state is normalized. The sign follows from $\langle jj|J_0|jj\rangle=\hbar j>0$ and from the convention $(jj\,10|jj)>0$. Hence, for $j>0$,

$$\langle j\|J\|j\rangle_{\rm Rose}=\hbar\sqrt{j(j+1)},\qquad \langle j\|J\|j\rangle=\hbar\sqrt{j(j+1)(2j+1)}. \tag{25}$$

For $j=\tfrac12$ these are $0.8660\,\hbar$ and $1.2247\,\hbar$. With the opposite order, (24) has the exponent 1, and the Rose value becomes $-0.8660\,\hbar$.

### Rank one in closed form

The reduced dipole elements need no 3j routine. Set $k=1$ and $q=m'=0$ in (12), and write $x=\cos\theta$:

$$x\,P_{l'}(x)=\sum_L(l'0\,10|L0)^2P_L(x). \tag{26}$$

The leading coefficient of $P_l$ is $\kappa_l=(2l)!/(2^l\,l!^2)$, so

$$\frac{\kappa_{l'+1}}{\kappa_{l'}}=\frac{(2l'+2)(2l'+1)}{2(l'+1)^2}=\frac{2l'+1}{l'+1}.$$

Comparing the highest power of $x$ in (26) gives $(l'0\,10|l'{+}1,0)^2=(l'+1)/(2l'+1)$. The coefficient itself is positive: the state with the largest $J$ and $M=J$ is a single product with coefficient $+1$, and repeated lowering adds positive terms. With $l=l'+1$, (15) and (23) give

$$\langle l\|C^1\|l-1\rangle=\sqrt l,\qquad \langle l-1\|C^1\|l\rangle=-\sqrt l. \tag{27}$$

### Sums over projections

Square (16), with $T^k_q=C^k_q$, and sum over $q$ and $m'$ at fixed $m$. The normalization of the coupled state gives

$$\sum_{qm'}|\langle lm|C^k_q|l'm'\rangle|^2=\langle l\|C^k\|l'\rangle^2_{\rm Rose}. \tag{28}$$

This is independent of $m$. Summing over the $2l+1$ values of $m$ and using (17), we obtain

$$\sum_{mqm'}|\langle lm|C^k_q|l'm'\rangle|^2=\langle l\|C^k\|l'\rangle^2. \tag{29}$$

The squared Rose element is thus the strength that belongs to one state of the bra's shell, and the squared Edmonds element is the strength between the two complete shells.

A further sum checks a whole row of a table. The function $\sum_q|C^k_q|^2=\sum_q(-1)^qC^k_qC^k_{-q}$ has the alternating signs of a state of zero angular momentum. It is therefore annihilated by $\mathbf L$ and is a constant. At the pole it equals 1. Taking its expectation value in $|lm\rangle$ and inserting all intermediate shells gives

$$\sum_{l'}\langle l\|C^k\|l'\rangle^2_{\rm Rose}=1. \tag{30}$$

For $l=k=1$ the shells $l'=0$ and $l'=2$ contribute $0.5774^2+0.8165^2$, which is $1.000$ to the digits carried.

### Worked example: hydrogen 3d and 2p

We compute the dipole line strength between the 3d and 2p shells of hydrogen. The model is nonrelativistic, with a fixed point nucleus and no spin. The length unit is $a_0=\hbar^2/(me^2)$, where $m$ is the electron mass, and the electron's dipole operator is $-e\mathbf r$. The line strength is the sum of squared dipole elements over all states of both shells.

The tensor components of the position are $r_0=z$ and $r_{\pm1}=\mp(x\pm iy)/\sqrt2$. By (1) and (5), $r_q=rC^1_q$. The change from $x,y,z$ to $r_q$ is unitary, so the sum of squares may be taken over either set. The radial integral $R$ factors out, and (29) gives

$$S=e^2R^2\,\langle2\|C^1\|1\rangle^2 . \tag{31}$$

Let $u$ be $r$ times the radial function, and let $\rho=r/a_0$. For $l=n-1$, try $u_n\propto\rho^ne^{-\rho/n}$. Two derivatives give

$$u_n''=\left[\frac{n(n-1)}{\rho^2}-\frac2\rho+\frac1{n^2}\right]u_n .$$

Since $n(n-1)=l(l+1)$, this is the radial equation for the energy $-1/(2n^2)$ in units of $e^2/a_0$. All integrals have the form $\int_0^\infty\rho^pe^{-s\rho}d\rho=p!/s^{p+1}$. The squared norms are $6!\,(3/2)^7$ for $n=3$ and $4!$ for $n=2$, and therefore

$$\frac R{a_0}=\frac{6!\,(6/5)^7}{\sqrt{6!\,(3/2)^7\;4!}}=4.748,\qquad R^2=22.543\,a_0^2 .$$

From (27), $\langle2\|C^1\|1\rangle^2=2$. The line strength is

$$S=2\times22.543\;e^2a_0^2=45.09\;e^2a_0^2 .$$

In Gaussian units $ea_0=2.5417$ debye, and so $S=291.3$ debye². An independent angular integration, summed over Cartesian components, gives the same $45.09\,e^2a_0^2$.

Each of the five 3d states carries $S/5=9.017\,e^2a_0^2$. This is $e^2R^2$ times the squared Rose element with the 3d shell as bra, $0.6325^2=0.400$. Each of the three 2p states carries $S/3=15.03\,e^2a_0^2$, which corresponds to $0.8165^2=0.667$ with the 2p shell as bra. If a Rose value is inserted in (31) as if it were an Edmonds value, the result is too small by a factor of 5 or 3, depending on which shell is the bra.

The fixed nucleus limits the accuracy for the real atom. A nucleus of finite mass $M$ lengthens all distances by the factor $1+m/M$. With $M/m$ roughly 1800, $S$ rises by about 0.1 percent. For the proton, $S$, $S/5$ and $S/3$ become $45.14$, $9.027$ and $15.05\,e^2a_0^2$, and $S$ becomes $291.6$ debye². The fourth digit of the strengths above therefore belongs to the model and not to the real atom, and the third digit can change by one unit. Relativistic corrections are also left out. Spin is left out too, and this matters when $S$ is compared with a table that counts spin states. The dipole operator does not act on spin, so every squared element then occurs once for each of the two spin directions, and the sum over all states doubles to $90.17\,e^2a_0^2$. The strength that belongs to one state is unchanged.

### Conditions of use

*Other operators.* If the operator is $Y_{kq}$ instead of $C^k_q$, (1) shows that all reduced elements are multiplied by $\sqrt{(2k+1)/4\pi}$.

*Other phases.* If the basis functions are $\eta_lY_{lm}$ with $|\eta_l|=1$, while the operator stays as in (1), then (14) is multiplied by $\eta_l^*\eta_{l'}$. For $\eta_l=i^l$ this factor is $i^{\,l'-l}$. Strengths are unchanged, but elements computed with different phases must not be mixed in one sum of amplitudes.

*Real harmonics.* Combinations of different $m$ do not satisfy (9) component by component. The elements must first be computed for definite $m$ and then transformed. The total (29) is unaffected, because the transformation within each shell is unitary.

*Spin.* Formula (14) refers to orbital states $|lm\rangle$. For states in which $l$ and the spin are coupled to a total $j$, definition (9) remains valid with $j$ in place of $l$, but a nonzero reduced element has in general a different value and requires a recoupling that is not carried out here.

The numerical check compares (14) with direct angular integration for $l,l'\le3$ and $k\le6$. The largest deviation among all matrix elements is of order $10^{-15}$, which is the level of rounding error.

## Table of computed values

```
matrix elements of C^k_q compared (l,l'<=3, k<=6): 12544
largest deviation from the formula (dimensionless): 1.2e-15
Reduced elements of C^k from quadrature (dimensionless)
 l k l'   3j(000)   Edmonds     Racah      Rose
 1 1 0  -0.577350  1.000000  1.000000  0.577350
 0 1 1  -0.577350 -1.000000 -1.000000 -1.000000
 2 1 1   0.365148  1.414214  1.414214  0.632456
 1 1 2   0.365148 -1.414214 -1.414214 -0.816497
 1 2 1   0.365148 -1.095445 -1.095445 -0.632456
 2 2 0   0.447214  1.000000  1.000000  0.447214
 2 2 2  -0.239046 -1.195229 -1.195229 -0.534522
 2 4 2   0.239046  1.195229  1.195229  0.534522
 3 1 2  -0.292770  1.732051  1.732051  0.654654
 3 2 3   0.195180 -1.366260 -1.366260 -0.516398
Diagonal elements <2 m|C^2_0|2 m> from quadrature (dimensionless)
 m=0: 0.285714
 m=1: 0.142857
 m=2: -0.285714
Reduced elements of J (units of hbar)
  j    Edmonds     Racah      Rose  Rose, order exchanged
 0.5   1.224745  1.224745  0.866025 -0.866025
 1.0   2.449490  2.449490  1.414214 -1.414214
 1.5   3.872983  3.872983  1.936492 -1.936492
 2.0   5.477226  5.477226  2.449490 -2.449490
Hydrogen 3d-2p, nonrelativistic, fixed nucleus, no spin
radial integral R: 4.747992 a0
R squared: 22.54342 a0^2
line strength S from the formula: 45.08685 e^2 a0^2
S from Cartesian quadrature: 45.08685 e^2 a0^2
share of one 3d state, S/5: 9.01737 e^2 a0^2
share of one 2p state, S/3: 15.02895 e^2 a0^2
e a0: 2.54175 debye
S converted: 291.282 debye^2
```
